\section*{Zero-field splitting of two distant spins: point dipoles and Gaussian clouds}

\section*{Problem}

Two unpaired electrons sit on two centres a distance $R$ apart along the $z$ axis. Their spins are coupled to a triplet, $S=1$. Both have the same isotropic $g$ factor, and we count the direct magnetic interaction of their spin moments. The spin-orbit contribution to the splitting is left out. The triplet levels are described by
\begin{equation}
H=D\left[S_z^2-\tfrac13 S(S+1)\right],
\label{eq:zfs}
\end{equation}
with dimensionless spin operators. Lengths are in nm and energies are divided by $h$ and given in MHz, the natural units for this problem.

\begin{enumerate}
\item[(a)] Show that for point-like spins
\[
D=-\frac32\,\frac{\mu_0 g^2\mu_B^2}{4\pi R^3},
\]
and evaluate it at $R=1$ nm. Which levels lie lowest?
\item[(b)] Now let each electron occupy a spherical Gaussian orbital whose density has standard deviation $\sigma_1$ or $\sigma_2$ along each axis. Find $D$ for the antisymmetrized triplet.
\item[(c)] How large is the correction at $R=1$ nm for equal clouds with $\sigma$ between $0.10$ and $0.30$ nm? Is it a power of $\sigma/R$?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The dipole interaction contracts $s_{1i}s_{2j}$ with a symmetric, traceless tensor. Expand $S_iS_j$ with $\mathbf S=\mathbf s_1+\mathbf s_2$ and see which terms survive.
\item For extended electrons the position operators act on the separation $\mathbf r=\mathbf r_1-\mathbf r_2$ alone. What is the distribution of the difference of two independent Gaussian variables?
\item The dipole tensor is a second derivative of $1/r$. Average $1/r$ first and differentiate afterwards.
\item The product of two spherical Gaussians on different centres is a spherical Gaussian on a third centre. What does this say about the exchange term?
\end{enumerate}

\section*{Solution}

\subsection*{From two spins to one triplet}

The moments are $-g\mu_B\mathbf s_1$ and $-g\mu_B\mathbf s_2$; the two minus signs cancel in their product. With $K=\mu_0g^2\mu_B^2/(4\pi)$ and $\mathbf n=\mathbf r/r$, the dipole energy is
\begin{equation}
H_{\rm dip}=K\sum_{ij}T_{ij}\,s_{1i}s_{2j},\qquad
T_{ij}=\frac{\delta_{ij}-3n_in_j}{r^3}.
\label{eq:dip}
\end{equation}
There is also a contact term proportional to $\delta(\mathbf r)$. It vanishes here: a triplet spin function is symmetric, so the spatial function is antisymmetric and is zero at $\mathbf r=0$.

The tensor $T$ is symmetric, and its trace is $(3-3)/r^3=0$. Expand
\[
S_iS_j=s_{1i}s_{1j}+s_{2i}s_{2j}+s_{1i}s_{2j}+s_{2i}s_{1j}
\]
and contract with $T_{ij}$. For one spin-$\frac12$, $s_is_j+s_js_i=\frac12\delta_{ij}$, so each of the first two terms gives $\frac14\sum_iT_{ii}=0$. The last two terms give equal sums, because operators of different electrons commute and $T_{ij}=T_{ji}$. Therefore
\begin{equation}
\sum_{ij}T_{ij}s_{1i}s_{2j}=\frac12\sum_{ij}T_{ij}S_iS_j .
\label{eq:spin}
\end{equation}
The right side contains the total spin alone. It gives zero on a singlet and does not mix singlet with triplet.

To first order in the magnetic interaction, $T_{ij}$ is replaced by its average over the spatial state. Rotational symmetry about $z$ makes the off-diagonal averages vanish, and zero trace gives $\langle T_{xx}\rangle=\langle T_{yy}\rangle=-\frac12\langle T_{zz}\rangle$. Hence
\begin{align}
H&=\frac K2\langle T_{zz}\rangle
\left[S_z^2-\tfrac12(S_x^2+S_y^2)\right]\nonumber\\
&=\frac K2\langle T_{zz}\rangle
\left[\tfrac32S_z^2-\tfrac12S(S+1)\right]
=\frac{3K}{4}\langle T_{zz}\rangle
\left[S_z^2-\tfrac13S(S+1)\right],
\end{align}
where $S_x^2+S_y^2=S(S+1)-S_z^2$ was used. Comparison with \eqref{eq:zfs} gives
\begin{equation}
D=\frac{3K}{4}\left\langle\frac{1-3\cos^2\theta}{r^3}\right\rangle .
\label{eq:Dav}
\end{equation}
This serves for point spins and clouds alike.

\subsection*{(a) Point spins}

Here $r=R$ and $\cos^2\theta=1$, so the average is $-2/R^3$ and
\begin{equation}
D_0=-\frac32\frac K{R^3}
=-\frac32\frac{\mu_0g^2\mu_B^2}{4\pi R^3}.
\label{eq:point}
\end{equation}
With the free-electron $g=2.002319$, $K/h=52.041$ MHz\,nm$^3$. At 1 nm,
\[
D_0/h=-1.5\times52.041\ \text{MHz}=-78.06\ \text{MHz},
\]
or $-1.186\times10^{-8}$ hartree. Setting $g=2$ instead gives $-77.88$ MHz.

For $S=1$ the bracket in \eqref{eq:zfs} is $1-\frac23=\frac13$ for $M=\pm1$ and $-\frac23$ for $M=0$. The levels are therefore $D_0/3=-26.02$ MHz, twice, and $-2D_0/3=+52.04$ MHz. The pair $M=\pm1$ lies lowest. In these states both moments point the same way along the line joining them, the head-to-tail arrangement in which dipoles attract. The three levels add to zero, as they must for a traceless interaction.

\subsection*{(b) The two-electron density}

Place the centres at $\mathbf A=\frac12R\hat{\mathbf z}$ and $\mathbf B=-\frac12R\hat{\mathbf z}$, with normalized orbitals
\[
a(\mathbf r)=\frac{e^{-|\mathbf r-\mathbf A|^2/4\sigma_1^2}}{(2\pi\sigma_1^2)^{3/4}},\qquad
b(\mathbf r)=\frac{e^{-|\mathbf r-\mathbf B|^2/4\sigma_2^2}}{(2\pi\sigma_2^2)^{3/4}} .
\]
The squares $a^2$ and $b^2$ have the stated standard deviations. Let $q=\int ab\,d^3r$ be the overlap. The triplet spatial function is
\[
\Psi=\frac{a(1)b(2)-b(1)a(2)}{\sqrt{2(1-q^2)}},
\]
and its square is
\begin{equation}
\Psi^2=\frac{a^2(1)b^2(2)+b^2(1)a^2(2)-2\,a(1)b(1)\,a(2)b(2)}{2(1-q^2)} .
\label{eq:psi2}
\end{equation}
The numerator integrates to $1+1-2q^2$, which confirms the norm.

The average in \eqref{eq:Dav} converges, because $\Psi^2$ vanishes as $r^2$ at small separation. The separate terms of \eqref{eq:psi2} do not vanish there. We therefore leave out a small ball $r<\eta$ in every term and let $\eta\to0$ at the end. The total is unaffected.

\paragraph{Exchange term.} Write $\alpha=1/4\sigma_1^2$ and $\beta=1/4\sigma_2^2$. Completing the square gives
\[
\alpha|\mathbf r-\mathbf A|^2+\beta|\mathbf r-\mathbf B|^2
=(\alpha+\beta)|\mathbf r-\mathbf P|^2+\frac{\alpha\beta}{\alpha+\beta}R^2,
\quad
\mathbf P=\frac{\alpha\mathbf A+\beta\mathbf B}{\alpha+\beta}.
\]
So $ab$ is a spherical Gaussian about $\mathbf P$. In the exchange term both electrons have this same distribution, and their separation is distributed spherically about $\mathbf r=0$. The mean of $1-3\cos^2\theta$ over a sphere is $1-3\cdot\frac13=0$. The exchange term thus contributes nothing to the average of $T_{zz}$; exchange enters through the norm $1-q^2$.

For the overlap, define
\[
w^2=\sigma_1^2+\sigma_2^2,\qquad x=\frac R{\sqrt2\,w}.
\]
Then $\alpha+\beta=w^2/(4\sigma_1^2\sigma_2^2)$ and $\alpha\beta/(\alpha+\beta)=1/(4w^2)$. The Gaussian integral gives
\[
q=\frac{1}{(2\pi\sigma_1\sigma_2)^{3/2}}
\left(\frac{4\pi\sigma_1^2\sigma_2^2}{w^2}\right)^{3/2}e^{-R^2/4w^2},
\]
and hence
\begin{equation}
q^2=\left(\frac{2\sigma_1\sigma_2}{w^2}\right)^3e^{-x^2}.
\label{eq:q}
\end{equation}

\paragraph{Direct terms.} In $a^2(1)b^2(2)$ the two positions are independent Gaussian variables. Their difference is Gaussian about $R\hat{\mathbf z}$, with variance $w^2$ per axis. The other direct term is centred at $-R\hat{\mathbf z}$ and gives the same average, since $T_{ij}$ is even in $\mathbf r$. We need one average, $\langle T_{zz}\rangle_G$, over
\[
G(\mathbf r-\mathbf R),\qquad G(\mathbf u)=(2\pi w^2)^{-3/2}e^{-u^2/2w^2}.
\]

Away from the origin $T_{ij}=-\partial_i\partial_j(1/r)$. Define $\varphi(R)=\int G(\mathbf r-\mathbf R)\,r^{-1}d^3r$. Its second derivatives with respect to $\mathbf R$ equal $-\langle T_{ij}\rangle_G$ plus a contribution from the point $r=0$. The excluded ball has no preferred direction, so that contribution is proportional to $\delta_{ij}$. Since $\langle T_{ij}\rangle_G$ is traceless, it is minus the traceless part of $\partial_i\partial_j\varphi$.

The function $\varphi$ is the potential of a unit Gaussian charge and obeys Poisson's equation. With $u(R)=R\varphi(R)$ this reads $u''=-4\pi R\,G(R)$. Because $(w^2G)'=-RG$, and because $u'$ vanishes at infinity, where $u\to1$,
\[
u'=4\pi w^2G(R)=\sqrt{\frac2\pi}\,\frac1w\,e^{-R^2/2w^2}.
\]
Integrating from $u(0)=0$, which holds because $\varphi$ is finite at the centre, gives $u=\operatorname{erf}(x)$.

For a radial function,
\[
\partial_i\partial_j\varphi=\frac{\varphi'}R\delta_{ij}
+\left(\varphi''-\frac{\varphi'}R\right)\frac{R_iR_j}{R^2}.
\]
The traceless part has $zz$ component $\frac23(\varphi''-\varphi'/R)$, since $1-\frac13=\frac23$. From $\varphi=u/R$,
\[
\varphi'=\frac{u'}R-\frac u{R^2},\qquad
\varphi''=\frac{u''}R-\frac{2u'}{R^2}+\frac{2u}{R^3},
\]
so that
\[
\varphi''-\frac{\varphi'}R=\frac3{R^3}\left[u-Ru'+\tfrac13R^2u''\right].
\]
Now $Ru'=(2x/\sqrt\pi)e^{-x^2}$, and $u''=-(R/w^2)u'$ gives $R^2u''=-2x^2\,Ru'$. The bracket becomes
\begin{equation}
F(x)=\operatorname{erf}(x)-\frac{2x}{\sqrt\pi}e^{-x^2}
\left(1+\frac{2x^2}3\right),
\label{eq:F}
\end{equation}
and $\langle T_{zz}\rangle_G=-\frac23\cdot3F/R^3=-2F/R^3$.

The two direct terms, divided by $2(1-q^2)$, give $\langle T_{zz}\rangle=-2F/[R^3(1-q^2)]$. With \eqref{eq:Dav},
\begin{equation}
\boxed{\,D=-\frac32\frac K{R^3}\,\frac{F(x)}{1-q^2}\,}
\label{eq:cloud}
\end{equation}
This is exact for the first-order average in the chosen two-orbital state. Real orbitals are not Gaussian, and electron correlation beyond antisymmetry is absent. Direct integration of the squared two-electron wavefunction at $R=1$ nm, for three equal pairs and one unequal pair, agrees with \eqref{eq:cloud} to a relative $10^{-11}$.

\paragraph{Meaning of $F$.} In the charge picture, let $Q(R)$ be the part of the unit Gaussian charge inside radius $R$. Gauss's law gives $\varphi'=-Q/R^2$, and $Q'=4\pi R^2G$, so
\[
\varphi''-\frac{\varphi'}R=\frac{3Q}{R^3}-4\pi G(R),
\qquad F=Q(R)-\frac{4\pi R^3}3G(R).
\]
The first term is the enclosed charge. The second is the charge that a uniform ball of the local density would hold; a uniform ball produces no traceless field gradient inside itself. Both differences from the point result disappear once the cloud lies well inside radius $R$.

\subsection*{(c) Size of the correction}

Take $\sigma=0.20$ nm for both clouds. Then $w^2=0.08$ nm$^2$ and $x=1/(2\times0.20)=2.5$. Equation \eqref{eq:F} gives $F=0.97146$, and \eqref{eq:q} gives $q^2=e^{-6.25}=0.00193$. Thus
\[
\frac D{D_0}=\frac{0.97146}{1-0.00193}=0.9733,\qquad
\frac Dh=-75.98\ \text{MHz}.
\]
The magnitude falls by 2.08 MHz, or 2.7\% of the point value. The loss in $F$ is partly offset by the norm, which raises $|D|$ by 0.2\%. The other widths give:
\begin{center}
\begin{tabular}{cccc}
$\sigma$ (nm) & $F$ & $D/D_0$ & $D/h$ (MHz)\\
0.10 & 1.0000 & 1.0000 & $-78.06$\\
0.15 & 0.9995 & 0.9995 & $-78.03$\\
0.20 & 0.9715 & 0.9733 & $-75.98$\\
0.25 & 0.8438 & 0.8595 & $-67.09$\\
0.30 & 0.6481 & 0.6911 & $-53.95$
\end{tabular}
\end{center}
The correction reaches 1\% at $\sigma/R=0.183$ and then grows quickly. No power of $\sigma/R$ describes this onset. For large $x$, use $1-\operatorname{erf}(x)\approx e^{-x^2}/(x\sqrt\pi)$ in \eqref{eq:F}. The term with the highest power of $x$ dominates:
\begin{equation}
1-F\approx\frac{4x^3}{3\sqrt\pi}\,e^{-x^2}.
\end{equation}
At $\sigma=0.10$ nm, where $x=5$, this leading term gives $1.3\times10^{-9}$, and the full expression \eqref{eq:F} gives $1-F=1.4\times10^{-9}$. The reason is that $T_{zz}$ satisfies Laplace's equation away from $r=0$. Its mean over a sphere that does not enclose the origin equals its value at the centre, so spherical smearing changes nothing until the distribution of separations reaches $r=0$. The numbers, however, belong to Gaussian tails. For exponential $1s$ orbitals $e^{-r/\sigma}$, whose densities have the same standard deviation $\sigma$, the reduction of $|D|$ is still not a power of $\sigma/R$ but is much larger: $7\times10^{-5}$ at $\sigma/R=0.10$ and 3.5\% at $\sigma/R=0.183$. The exchange term then no longer vanishes.

This also shows why $1/R^3$ must not be replaced by $\langle1/r^3\rangle$. The function $r^{-3}$ does not satisfy Laplace's equation: $\nabla^2r^{-3}=6r^{-5}$. A narrow Gaussian average adds $\frac12w^2\nabla^2$ to leading order, so
\[
R^3\langle r^{-3}\rangle\approx1+\frac{3w^2}{R^2}.
\]
For $\sigma=0.10$ nm this is $1.06$; integration over the triplet density gives 1.067. For $\sigma=0.20$ nm the integrated value is 1.387. The replacement would predict a 39\% increase of $|D|$ where the true change is a 2.7\% decrease. What it omits is the angular factor in \eqref{eq:Dav}: sideways displacements turn $\mathbf r$ away from the axis and weaken the interaction.

A distance extracted from a measured $D$ through \eqref{eq:point} is less sensitive than $D$ itself, because it varies as $|D|^{-1/3}$. For $\sigma=0.20$ nm the inferred distance would be $0.9733^{-1/3}=1.009$ nm, too long by 0.9\%.

\section*{Variation 1: the centres merge}

\textbf{Question.} What happens to $D$ when $R\to0$ at fixed, equal widths $\sigma$?

\textbf{Solution.} The point formula diverges. In \eqref{eq:cloud} we need the small-$x$ series. With
\[
\operatorname{erf}(x)=\frac2{\sqrt\pi}\left(x-\frac{x^3}3+\frac{x^5}{10}-\dots\right)
\]
and
\[
x e^{-x^2}\left(1+\frac{2x^2}3\right)=x-\frac{x^3}3-\frac{x^5}6+\dots,
\]
the first two orders cancel, leaving
\[
F\approx\frac2{\sqrt\pi}\left(\frac1{10}+\frac16\right)x^5=\frac{8x^5}{15\sqrt\pi}.
\]
For equal widths $q^2=e^{-x^2}$, so $1-q^2\approx x^2$, and $x=R/2\sigma$. Therefore
\begin{equation}
D\to-\frac32\frac K{R^3}\frac8{15\sqrt\pi}\frac{R^3}{8\sigma^3}
=-\frac K{10\sqrt\pi\,\sigma^3}.
\end{equation}
For $\sigma=0.20$ nm this is $-52.041/(10\times1.7725\times0.008)=-367.0$ MHz. Integration of the wavefunction at $R=0.002$ nm gives the same value to the digits shown.

The limit is finite but not zero because the triplet cannot place both electrons in one orbital. As the centres merge, the difference of the two orbitals becomes a $p_z$-like function, and the state turns into one $s$ and one $p_z$ electron. The separation density is then proportional to $z^2e^{-r^2/4\sigma^2}$: it vanishes at contact and is still elongated along $z$, hence the negative $D$.

For unequal widths the outcome differs. Then $q^2$ stays below 1 at $R=0$, while $F/R^3$ vanishes as $R^2$, so $D\to0$. The state consists of two different concentric $s$ orbitals and has no preferred axis.

\section*{Variation 2: clouds that are not spherical}

\textbf{Question.} Let each cloud be a Gaussian with standard deviation $\sigma_\parallel$ along $z$ and $\sigma_\perp$ across it, and let $R$ be so large compared with both widths that the distribution of separations is negligible near $r=0$. As in part (c), this is a stricter condition than a small overlap $q^2$. Find the leading corrections to $D_0$.

\textbf{Solution.} The separation is now Gaussian about $R\hat{\mathbf z}$ with variances $w_\parallel^2=2\sigma_\parallel^2$ and $w_\perp^2=2\sigma_\perp^2$. Expanding $T_{zz}$ about the centre and using the Gaussian moments gives the series of $e^L$ acting on $T_{zz}$, with
\[
L=\tfrac12w_\perp^2(\partial_x^2+\partial_y^2)+\tfrac12w_\parallel^2\partial_z^2 .
\]
Laplace's equation lets us replace $\partial_x^2+\partial_y^2$ by $-\partial_z^2$, so $L=\frac12(w_\parallel^2-w_\perp^2)\partial_z^2$. On the axis $T_{zz}=-2z^{-3}$, with second derivative $-24z^{-5}$ and fourth derivative $-720z^{-7}$. Dividing by $-2R^{-3}$ and setting $\varepsilon=(w_\parallel^2-w_\perp^2)/R^2$,
\begin{equation}
\frac D{D_0}=1+\frac\varepsilon2\cdot12+\frac{\varepsilon^2}8\cdot360+\dots
=1+6\varepsilon+45\varepsilon^2+\dots
\end{equation}
The series is asymptotic: it is useful for small $|\varepsilon|$, but it does not converge. The term $L^n/n!$ needs the $2n$-th derivative of $z^{-3}$, which is $\frac12(2n+2)!\,z^{-2n-3}$, so the coefficient of $\varepsilon^n$ is $(2n+2)!/(2^{n+1}n!)$. The ratio of successive coefficients, $(n+2)(2n+3)/(n+1)$, grows without bound. For spherical clouds $\varepsilon=0$ and every power correction disappears, in agreement with part (c).

At $R=1$ nm, take $\sigma_\parallel=0.10$ nm and $\sigma_\perp=0.05$ nm. Then $\varepsilon=2(0.0100-0.0025)=0.015$ and the series gives $1+0.0900+0.0101=1.1001$. Quadrature over the separation distribution gives 1.1018, so $D/h=-86.01$ MHz. Exchanging the two widths makes $\varepsilon=-0.015$; the series gives 0.9201 and quadrature 0.9189, or $-71.73$ MHz.

For clouds small compared with $R$, elongation towards the partner strengthens the coupling, and flattening weakens it. The size deserves notice: spherical Gaussian clouds with $\sigma=0.10$ nm change $D$ by about one part in $10^9$, whereas these clouds, no wider in any direction, change it by 8 to 10\%. For well-separated Gaussian clouds, only the difference $w_\parallel^2-w_\perp^2$ enters the power corrections. For other shapes this holds for the term $6\varepsilon$ alone, because higher moments of the density add powers of their own: two $f_{xyz}$ orbitals have equal variances $\sigma^2$ along all axes, so $\varepsilon=0$, yet their fourth moments give $D/D_0\approx1-70(\sigma/R)^4$. A width added equally in all directions, in the sense of equal added variances, leaves them unchanged, while at fixed aspect ratio the leading correction grows as the square of the cloud size.

\section*{Computed results}
\begin{verbatim}
free-electron g factor (absolute value): 2.002319
K/h: 52.041 MHz nm^3
distance R: 1.00 nm
point-dipole D/h, free-electron g: -78.062 MHz
point-dipole D/h, g = 2: -77.881 MHz
point-dipole D, free-electron g: -1.1864e-08 hartree
level M = +1 and -1: -26.021 MHz
level M = 0: 52.041 MHz
equal spherical clouds at R = 1 nm:
sigma/nm   x      F         overlap^2   factor    D/h in MHz
0.10     5.000  1.000000  1.389e-11   1.000000  -78.062
0.15     3.333  0.999525  1.495e-05   0.999540  -78.026
0.20     2.500  0.971457  1.930e-03   0.973336  -75.980
0.25     2.000  0.843764  1.832e-02   0.859507  -67.094
0.30     1.667  0.648108  6.218e-02   0.691076  -53.946
1 - F at sigma = 0.10 nm: 1.39e-09
correction to D/h at sigma = 0.20 nm: 2.081 MHz
distance inferred from point formula, sigma = 0.20 nm: 1.0090 nm
sigma/R where |D| is lowered by 1 percent: 0.1829
unequal clouds 0.20 and 0.30 nm, factor: 0.840086
D/h for R -> 0, sigma = 0.20 nm: -367.01 MHz
D/h from wavefunction at R = 0.002 nm: -367.01 MHz
R^3 <1/r^3>, sigma = 0.10 nm: 1.0670
R^3 <1/r^3>, sigma = 0.20 nm: 1.3869
elongated clouds, sigma_par 0.10 nm, sigma_perp 0.05 nm:
  epsilon 0.0150, 1+6e+45e^2 = 1.1001, quadrature 1.1018, D/h -86.01 MHz
flattened clouds, sigma_par 0.05 nm, sigma_perp 0.10 nm:
  epsilon -0.0150, 1+6e+45e^2 = 0.9201, quadrature 0.9189, D/h -71.73 MHz
largest relative deviation, formula vs wavefunction: 5.4e-12
\end{verbatim}
